\section*{Spin-polarized tunnelling and the vacuum decay of magnetic and atomic patterns, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{What symmetry and dimensions already fix}

An electron tunnelling between a magnetic tip and a magnetic sample crosses a gap in which nothing acts on its spin. The current therefore cannot change if all spins, in the tip and in the sample together, are turned by the same rotation. To lowest order in the tunnelling, the current is quadratic in an amplitude that is linear in a tip state and linear in a sample state, so it is linear in the spin density matrix of the tip and linear in that of the sample. Each of these is a Hermitian $2\times2$ matrix and carries one scalar and one vector: $(n_T,\mathbf m_T)$ for the tip and $(n_S,\mathbf m_S)$ for the sample. The most general bilinear form is
\begin{equation}
\alpha\,n_Tn_S+n_T\,\mathbf a\cdot\mathbf m_S+n_S\,\mathbf b\cdot\mathbf m_T+\sum_{ij}m_T^{i}\,T_{ij}\,m_S^{j}.
\end{equation}
Invariance under all common rotations forces $\mathbf a=\mathbf b=0$, because no fixed nonzero vector is unchanged by every rotation. It also forces $T_{ij}=\beta\,\delta_{ij}$: a rotation by $\pi$ about one coordinate axis reverses the other two components and so reverses the off-diagonal elements that join that axis to another, which must therefore vanish, and rotations by $\pi/2$ exchange the axes and make the diagonal elements equal. The ratio $\beta/\alpha$ follows from one special case. If the tip holds only spin-up electrons and the sample only spin-down electrons, then $\mathbf m_T=n_T\mathbf e$ and $\mathbf m_S=-n_S\mathbf e$, no electron can cross, and $(\alpha-\beta)n_Tn_S=0$. Hence the current is proportional to $n_Tn_S+\mathbf m_T\cdot\mathbf m_S$.

Dimensions show that $\alpha$ is a pure number for a tip whose wave function in the gap is $C e^{-\kappa_0u}/u$, with $u$ the distance from the apex. A wave function has dimension $L^{-3/2}$, so $|C|^2$ has dimension $L^{-1}$, and a tip density of states weighted with $|C|^2$ has dimension $E^{-1}L^{-1}$. The local density of states of the sample has dimension $E^{-1}L^{-3}$. The kinetic constant $\hbar^2/m$ has dimension $EL^2$, so $(\hbar^2/m)^2n_Tn_S$ is dimensionless and the conductance is $e^2/\hbar$ times this product times a number.

The same absence of spin forces fixes the form of the decay. The vacuum equation contains the inverse length $\kappa_0$ and nothing that refers to spin. The slowest rate that the vacuum allows for a modulation with lateral wave vector $\mathbf D$ can then only be of the form $\kappa_0F(|\mathbf D|/\kappa_0)$, with one function $F$ for charge and for magnetization. If this limiting rate is smaller for a magnetic superstructure than for the atomic lattice, the reason cannot be spin; it is smaller only because, and only when, the magnetic pattern has the longer wavelength. Whether the limiting rate is actually reached depends on the states of the sample. The number $\alpha$, the point at which $n_S$ and $\mathbf m_S$ are evaluated, and the function $F$ require a calculation.

Hartree atomic units ($\hbar=m=e=1$) are used throughout. The vacuum level is the zero of energy, the $z$ axis points from the sample to the tip, $\mathbf x=(x,y)$ is the lateral position and $\mathbf R$ is the centre of the tip apex. An electron at the Fermi level has $E=-\phi$, with $\phi$ the work function, and $\kappa_0=\sqrt{2\phi}$. Wave functions are two-component spinors and $\boldsymbol\sigma$ are the Pauli matrices.

\section*{(a) The tunnelling matrix element for spinors}

\emph{Problem.} Let $H=-\tfrac12\nabla^2+V_S+V_T$, where $V_S$ and $V_T$ are Hermitian $2\times2$ matrix potentials. A plane $\Sigma$ at $z=z_0$ lies in the gap; $V_S$ vanishes on and above it, $V_T$ on and below it. Sample states obey $(-\tfrac12\nabla^2+V_S)\psi_\mu=E_\mu\psi_\mu$ and tip states obey $(-\tfrac12\nabla^2+V_T)\psi_\nu=E_\nu\psi_\nu$. Find the current to lowest order and write the matrix element as an integral over $\Sigma$.

\emph{Solution.} Start an electron in $\psi_\mu$ and expand the remainder in the tip states, which form a complete orthonormal set:
\begin{equation}
\Psi(t)=\psi_\mu e^{-iE_\mu t}+\sum_\nu c_\nu(t)\,\psi_\nu e^{-iE_\nu t},\qquad c_\nu(0)=0 .
\end{equation}
In $i\partial_t\Psi=H\Psi$ use $H\psi_\mu=(E_\mu+V_T)\psi_\mu$ and $H\psi_\nu=(E_\nu+V_S)\psi_\nu$. The terms with $E_\mu$ and $E_\nu$ cancel between the two sides and leave
\begin{equation}
\sum_\nu i\dot c_\nu\psi_\nu e^{-iE_\nu t}=V_T\psi_\mu e^{-iE_\mu t}+\sum_\nu c_\nu V_S\psi_\nu e^{-iE_\nu t}.
\end{equation}
The last sum is a product of two small quantities, the amplitude $c_\nu$ and the tail of a tip state inside the sample, and is dropped. This is Bardeen's approximation; it fails near contact, where the transmission is no longer small. Projection on $\psi_\nu$ gives $i\dot c_\nu=\langle\psi_\nu|V_T|\psi_\mu\rangle e^{i\Delta t}$ with $\Delta=E_\nu-E_\mu$. Integration from $0$ to $t$ gives
\begin{equation}
|c_\nu|^2=|\langle\psi_\nu|V_T|\psi_\mu\rangle|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.
\end{equation}
The last factor has width of order $1/t$ in $\Delta$ and area $2\pi t$, so it tends to $2\pi t\,\delta(\Delta)$ and the rate is $2\pi|\langle\psi_\nu|V_T|\psi_\mu\rangle|^2\delta(E_\mu-E_\nu)$. The reverse process has the same rate, because the surface form derived below goes into its complex conjugate, up to sign, when the two states are exchanged. With Fermi functions $f_S$ and $f_T$ the net weight is $f_S(1-f_T)-f_T(1-f_S)=f_S-f_T$. Counting $I$ as electrons per unit time from sample to tip, and defining $M_{\nu\mu}=-\langle\psi_\nu|V_T|\psi_\mu\rangle$,
\begin{equation}
I=2\pi\sum_{\mu\nu}|M_{\nu\mu}|^2\,[f_S(E_\mu)-f_T(E_\nu)]\,\delta(E_\mu-E_\nu).
\label{golden}
\end{equation}
The sums run over spinor states, so no factor of two for spin is to be added. The minus sign in the definition of $M$ is a convenience that makes $M$ positive for positive wave functions; only $|M|^2$ enters.

The integral in $M$ extends over the half-space $\Omega_T$ above $\Sigma$, where $V_T$ lives. Since $V_T$ is Hermitian, the adjoint of the tip equation reads $\psi_\nu^\dagger V_T=E_\nu\psi_\nu^\dagger+\tfrac12\nabla^2\psi_\nu^\dagger$. In $\Omega_T$ the sample potential vanishes, so $E_\mu\psi_\mu=-\tfrac12\nabla^2\psi_\mu$. The delta function in \eqref{golden} allows $E_\nu$ to be replaced by $E_\mu$, and
\begin{align}
\langle\psi_\nu|V_T|\psi_\mu\rangle
&=\int_{\Omega_T}\Big[\psi_\nu^\dagger E_\mu\psi_\mu+\tfrac12(\nabla^2\psi_\nu^\dagger)\psi_\mu\Big]d^3r \nonumber\\
&=\tfrac12\int_{\Omega_T}\nabla\cdot\Big[(\nabla\psi_\nu^\dagger)\psi_\mu-\psi_\nu^\dagger\nabla\psi_\mu\Big]d^3r .
\end{align}
The second line holds because the cross terms $\nabla\psi_\nu^\dagger\cdot\nabla\psi_\mu$ cancel in the divergence. The sample state decays upwards, so only $\Sigma$ contributes to the surface integral, and there the outward normal of $\Omega_T$ is $-\hat{\mathbf z}$. This gives $\langle\psi_\nu|V_T|\psi_\mu\rangle=+\tfrac12\int_\Sigma(\psi_\nu^\dagger\partial_z\psi_\mu-\partial_z\psi_\nu^\dagger\,\psi_\mu)\,dS$, and
\begin{equation}
M_{\nu\mu}=-\tfrac12\int_\Sigma\Big(\psi_\nu^\dagger\,\partial_z\psi_\mu-\partial_z\psi_\nu^\dagger\,\psi_\mu\Big)dS .
\label{bardeen}
\end{equation}
Only the plain spinor product appears. Exchange fields inside the electrodes shape the states but do not enter \eqref{bardeen}, which is the precise meaning of spin-conserving tunnelling. A magnetic adsorbate in the gap that can flip a spin inelastically lies outside this description.

\section*{(b) The s-wave tip}

\emph{Problem.} Assume that on $\Sigma$ every tip state of energy $E=-\kappa_0^2/2$ has the form $\psi_\nu=C_\nu\chi_\nu\,g$, with $g=e^{-\kappa_0u}/u$, $u=|\mathbf r-\mathbf R|$, a unit spinor $\chi_\nu$ of arbitrary direction and a complex amplitude $C_\nu$. Evaluate \eqref{bardeen}.

\emph{Solution.} For $u>0$ the Laplacian of a radial function is $\nabla^2g=u^{-1}(ug)''$, and $ug=e^{-\kappa_0u}$ gives $\nabla^2g=\kappa_0^2g$. The flux of $\nabla g$ through a small sphere about $\mathbf R$ is $4\pi u^2g'(u)=-4\pi(1+\kappa_0u)e^{-\kappa_0u}$, which tends to $-4\pi$. Therefore
\begin{equation}
(\nabla^2-\kappa_0^2)\,g=-4\pi\,\delta(\mathbf r-\mathbf R).
\end{equation}
Equation \eqref{bardeen} needs only the value and the normal derivative of the tip state on $\Sigma$. Below $\Sigma$ both the tip state and $C_\nu\chi_\nu g$ obey $\nabla^2\psi=\kappa_0^2\psi$ and decay downwards, and each lateral plane wave of such a solution is fixed by its value on $\Sigma$, so the two also share the normal derivative. Any function with these boundary data may be used in $\Omega_T$; we use $C_\nu\chi_\nu g$ itself. The sample state is the state of the sample without the tip, and in $\Omega_T$ each of its components obeys $\nabla^2\psi_\mu=\kappa_0^2\psi_\mu$. Then
\begin{equation}
\int_{\Omega_T}\big(g\nabla^2\psi_\mu-\psi_\mu\nabla^2g\big)d^3r=\int_{\Omega_T}\big(\kappa_0^2g\psi_\mu-\kappa_0^2g\psi_\mu+4\pi\delta(\mathbf r-\mathbf R)\psi_\mu\big)d^3r=4\pi\psi_\mu(\mathbf R).
\end{equation}
By Green's theorem, with the outward normal $-\hat{\mathbf z}$, the left side equals $-\int_\Sigma(g\,\partial_z\psi_\mu-\psi_\mu\partial_zg)\,dS$. The integral in \eqref{bardeen} is $C_\nu^*\chi_\nu^\dagger$ acting on $\int_\Sigma(g\,\partial_z\psi_\mu-\psi_\mu\partial_zg)\,dS=-4\pi\psi_\mu(\mathbf R)$, and the prefactor $-\tfrac12$ gives
\begin{equation}
M_{\nu\mu}=2\pi\,C_\nu^*\,\chi_\nu^\dagger\psi_\mu(\mathbf R).
\label{Ms}
\end{equation}
The sign can be checked directly: below the apex $\partial_zg>0$, and a decaying positive $\psi_\mu$ has $\partial_z\psi_\mu<0$, so the bracket in \eqref{bardeen} is negative and $M$ is positive. The result does not depend on $z_0$.

That both spin directions decay with the same $\kappa_0$ is not a separate assumption in a flat, spin-independent gap. Tunnelling is elastic, and the decay constant of an s wave is fixed by the energy. What is assumed is that the states of both spins are s waves about the same centre $\mathbf R$. If the apex state is a $p_z$ wave, its tail is proportional to $\partial g/\partial Z$, and since \eqref{Ms} holds for every $\mathbf R$, differentiation gives $M\propto\chi^\dagger\partial_z\psi_\mu(\mathbf R)$. A tip with s character in one spin channel and $p$ or $d$ character in the other probes different functionals of the sample wave function in the two channels, and the result of the next part does not hold for it.

\section*{(c) The spin sum and the current}

\emph{Problem.} Sum $|M|^2$ over all states and express $I$ through densities and magnetizations.

\emph{Solution.} The number $|\chi^\dagger\psi|^2=\chi^\dagger\psi\psi^\dagger\chi$ equals its own trace, and a cyclic shift gives $\operatorname{Tr}(\chi\chi^\dagger\,\psi\psi^\dagger)$. Writing $\delta(E_\mu-E_\nu)=\int d\varepsilon\,\delta(\varepsilon-E_\mu)\delta(\varepsilon-E_\nu)$ separates the two sums in \eqref{golden}. Define
\begin{align}
\rho_T(\varepsilon)&=\sum_\nu|C_\nu|^2\chi_\nu\chi_\nu^\dagger\,\delta(\varepsilon-E_\nu), &
\rho_S(\mathbf R,\varepsilon)&=\sum_\mu\psi_\mu(\mathbf R)\psi_\mu^\dagger(\mathbf R)\,\delta(\varepsilon-E_\mu).
\end{align}
Then $I=2\pi(2\pi)^2\int d\varepsilon\,(f_S-f_T)\operatorname{Tr}(\rho_T\rho_S)$. The unit matrix and the three Pauli matrices span the Hermitian $2\times2$ matrices, and $\operatorname{Tr}\sigma_i=0$, $\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}$. Hence $\rho=\tfrac12(n+\mathbf m\cdot\boldsymbol\sigma)$ with $n=\operatorname{Tr}\rho$ and $\mathbf m=\operatorname{Tr}(\rho\boldsymbol\sigma)$. Here $n$ is summed over spin, and $\mathbf m$ points along the spin, being $n_\uparrow-n_\downarrow$ along the axis of a collinear system. The trace of the product is
\begin{align}
\operatorname{Tr}(\rho_T\rho_S)&=\tfrac14\operatorname{Tr}\Big[n_Tn_S+n_T\mathbf m_S\cdot\boldsymbol\sigma+n_S\mathbf m_T\cdot\boldsymbol\sigma+\sum_{ij}m_T^im_S^j\sigma_i\sigma_j\Big]\nonumber\\
&=\tfrac14\big[2n_Tn_S+2\,\mathbf m_T\cdot\mathbf m_S\big].
\end{align}
The weighted sum of $|M|^2$ at one energy is thus $4\pi^2\cdot\tfrac12=2\pi^2$ times $n_Tn_S+\mathbf m_T\cdot\mathbf m_S$, and
\begin{equation}
I(\mathbf R)=4\pi^3\int d\varepsilon\,[f_S(\varepsilon)-f_T(\varepsilon)]\,\big[n_T(\varepsilon)\,n_S(\mathbf R,\varepsilon)+\mathbf m_T(\varepsilon)\cdot\mathbf m_S(\mathbf R,\varepsilon)\big].
\label{current}
\end{equation}
This has the form found from symmetry, with $\alpha=4\pi^3$. Nothing required the sample to be collinear.

Let $U=\mu_S-\mu_T$ and measure the energies of each electrode from its own Fermi level. At zero temperature $f_S-f_T$ is one in the window between the two Fermi levels, and in terms of the sample energy $\varepsilon'$,
\begin{equation}
I=4\pi^3\int_{-U}^{0}d\varepsilon'\,\big[n_T(\varepsilon'+U)\,n_S(\mathbf R,\varepsilon')+\mathbf m_T(\varepsilon'+U)\cdot\mathbf m_S(\mathbf R,\varepsilon')\big].
\end{equation}
If $n_T$ and $\mathbf m_T=P_Tn_T\mathbf e_T$ are constant in the window, only the lower limit depends on $U$, and $dI/dU$ is the integrand at $\varepsilon'=-U$. The electron has charge $-1$, so a voltage $V$ on the sample gives $U=-V$; the electron current from tip to sample is $-I$, and its derivative with respect to $V$ equals $dI/dU$. The differential conductance is
\begin{equation}
\frac{dI}{dV}=4\pi^3n_T\big[n_S(\mathbf R,V)+P_T\,\mathbf e_T\cdot\mathbf m_S(\mathbf R,V)\big],
\label{didv}
\end{equation}
with $I$ now counted in the direction that makes it positive for positive $V$. Positive sample voltage probes empty sample states. The flat gap potential used in (a) and (b) restricts all this to $|V|\ll\phi$; at larger bias the barrier tilts and the vacuum tails themselves depend on $V$.

For $\mathbf m_T=0$, \eqref{didv} is the Tersoff--Hamann result, and such a tip is blind to $\mathbf m_S$. For collinear electrodes, $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$ give $n_Tn_S+m_Tm_S=2(n_{T\uparrow}n_{S\uparrow}+n_{T\downarrow}n_{S\downarrow})$, two independent channels in parallel. For an angle $\theta$ between the magnetizations the conductance is proportional to $1+P_TP_S\cos\theta$ with $P_S=|\mathbf m_S|/n_S$. Two points need care. The polarization $P_T$ is weighted with $|C_\nu|^2$ and belongs to the vacuum tails; it can differ in size and in sign from the polarization of the bulk density of states. Likewise $\mathbf m_S$ is resolved in energy and taken at the apex, several bohr above the surface, so it need not be parallel to the moment of the atom below.

For an s-wave tip the current is now fixed by $n_Tn_S+\mathbf m_T\cdot\mathbf m_S$, with the sample quantities taken at the centre of the tip apex. It remains to find how fast the charge and magnetization patterns of the sample decay into the vacuum, and to evaluate them for a definite surface.
